# Does Eu(III), with a J = 0 ground level, shift NMR lines?

**The argument under review**

The manuscript assigns the proton spectrum of a Eu(III) complex on the premise that the metal ion can be treated as diamagnetic. Its reasoning has three steps. The ground level of the 4f⁶ ion has $J=0$. A level with $J=0$ has no magnetic moment and no average electron spin. A nucleus near the ion therefore feels no hyperfine field, and its line is not displaced.

The first two steps are correct for the ion in zero field. The third does not follow, because an NMR line is measured in a field, and what matters is the electron spin that exists in that field. The question for the authors is how large this spin is, and whether it comes from the ground level or from thermally populated excited levels.

**Model and conventions**

I take the single term $^7F$, with $L=S=3$, and the Hamiltonian

$$H=\lambda\,\mathbf L\cdot\mathbf S+\mu_B B\,(L_z+gS_z),\qquad \lambda>0,$$

where angular momenta are in units of $\hbar$ and $g=2.00232$ is the magnitude of the electron $g$ factor. The electron moment is $-\mu_B(\mathbf L+g\mathbf S)$, hence the plus sign. Other 4f⁶ terms are left out, and the ligand field is introduced later.

Since $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)]$, the energies measured from $J=0$ are

$$E_J=\tfrac{\lambda}{2}J(J+1),\qquad E_J-E_{J-1}=\lambda J .$$

The levels run from $J=0$ to $J=6$, with 49 states in all. For the numbers below I use the round value $\lambda=350$ cm⁻¹, which puts $J=1$ at 350 cm⁻¹ and $J=2$ at 1050 cm⁻¹. At 300 K, $kT=208.5$ cm⁻¹.

**What the field does to the ground level**

Call the ground state $|0\rangle$. It is unchanged by rotations, so $\langle 0|\mathbf S|0\rangle=0$, as the manuscript says. It also obeys $J_z|0\rangle=0$, which means

$$L_z|0\rangle=-S_z|0\rangle,\qquad (L_z+gS_z)|0\rangle=(g-1)S_z|0\rangle .$$

The right-hand side is not zero. Because $\mathbf S$ is a vector operator and $|0\rangle$ is a scalar state, $S_z|0\rangle$ belongs to $J=1$, with $M=0$. Its squared norm follows from isotropy:

$$\langle 0|S_z^2|0\rangle=\tfrac13S(S+1)=4 .$$

We may therefore write $S_z|0\rangle=2|1\rangle$, where $|1\rangle$ is the normalized $J=1$, $M=0$ state. First-order perturbation theory gives the amplitude of $|1\rangle$ in the ground state,

$$c=\frac{\langle1|\mu_BB(L_z+gS_z)|0\rangle}{E_0-E_1}=-\frac{2(g-1)\mu_BB}{\lambda},$$

and the induced spin is

$$\langle S_z\rangle=2c\,\langle0|S_z|1\rangle=4c=-\frac{8(g-1)\mu_BB}{\lambda}.$$

This is Van Vleck mixing. The admixed probability is $c^2$, quadratic in the field, but the spin comes from the cross term between $|0\rangle$ and $|1\rangle$ and is linear in the field. At 10 T, with $\mu_B=0.46686$ cm⁻¹/T, the formula gives $c=-2(1.00232)(4.6686)/350=-0.0267$. The state remains more than 99.9 % $J=0$, since $c^2\approx7\times10^{-4}$, yet $\langle S_z\rangle=-0.107$. Diagonalization at 10 T gives the same values to this precision.

A shift with a fixed value in ppm is a displacement of the line proportional to $B$, so a spin linear in $B$ is what is needed to produce one. The manuscript has shown that there is no permanent spin, which is a different statement.

**The excited levels**

A possible reply is that the shift is then a thermal effect of $J=1$. To judge this, every level must be treated in the same way. Two matrix elements are needed.

*Within a level.* By the projection theorem $\mathbf S$ acts as $\mathbf J$ times $\langle\mathbf S\cdot\mathbf J\rangle/[J(J+1)]$. Here $\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2)$, and $L=S$, so the factor is $\tfrac12$ for every $J\ge1$:

$$\langle JM|S_z|JM\rangle=\tfrac12M,\qquad g_J=1+(g-1)\tfrac12=\tfrac12(1+g)=1.50116 .$$

*Between levels.* A vector operator connects $J$ only with $J$ and $J\pm1$. Define

$$T_J=\sum_M|\langle J-1,M|S_z|J,M\rangle|^2,\qquad T_0=0 .$$

The trace of $S_z^2$ over level $J$ is $(2J+1)S(S+1)/3=4(2J+1)$. Inserting a complete set of states splits it into three parts:

$$4(2J+1)=\tfrac14\sum_MM^2+T_J+T_{J+1},\qquad \sum_MM^2=\tfrac13J(J+1)(2J+1).$$

Thus $T_J+T_{J+1}=(2J+1)[48-J(J+1)]/12$. The solution that starts from $T_0=0$ is

$$T_J=\frac{J(49-J^2)}{12}.$$

To verify it, use $J^3+(J+1)^3=(2J+1)(J^2+J+1)$; the sum $T_J+T_{J+1}$ is then $(2J+1)(49-J^2-J-1)/12$, as required. It also gives $T_1=4$, the value found above, and $T_7=0$, as it must because there is no $J=7$.

Between different levels $J_z$ has no matrix elements, so $L_z+gS_z$ again reduces to $(g-1)S_z$. Each state then acquires a spin

$$\delta\langle S_z\rangle_{JM}=-2(g-1)\mu_BB\sum_{J'}\frac{|\langle J'M|S_z|JM\rangle|^2}{E_{J'}-E_J}.$$

Summed over $M$, level $J$ is coupled upward with strength $T_{J+1}$ across the gap $\lambda(J+1)$, and downward with strength $T_J$ across the gap $\lambda J$. The downward term has the opposite sign. For $J\ge1$, the sum over $M$ of $-\delta\langle S_z\rangle_{JM}/(\mu_BB)$, which is positive when the spin points against the field, is

$$2(g-1)\left[\frac{T_{J+1}}{\lambda(J+1)}-\frac{T_J}{\lambda J}\right]=\frac{g-1}{6\lambda}\left[J^2-(J+1)^2\right]=-\frac{(g-1)(2J+1)}{6\lambda}.$$

Divided by the $2J+1$ states, this is $-(g-1)/(6\lambda)$, the same for each excited level. For $J=0$ there is no downward term, and the result is $+8(g-1)/\lambda$, 48 times larger in magnitude. Averaged over $M$, the ground level is thus the only one with a large mixing response. Single excited states can respond strongly: in $J=1$ the coefficient is $-5(g-1)/\lambda$ for $M=0$ and $+2.25(g-1)/\lambda$ for each of $M=\pm1$. These nearly cancel in the sum.

**The thermal average**

Write $\langle S_z\rangle=-\mu_BB\,C(T)$ and let $p_J$ be the zero-field population of level $J$,

$$p_J=\frac{(2J+1)e^{-E_J/kT}}{\sum_{J'}(2J'+1)e^{-E_{J'}/kT}} .$$

The field has two linear effects. The first is the mixing just calculated, weighted by the populations:

$$C_{\rm mix}=p_0\frac{8(g-1)}{\lambda}-(1-p_0)\frac{g-1}{6\lambda}=\frac{(g-1)(49p_0-1)}{6\lambda}.$$

The second is the redistribution of population inside each level. A state of energy $E_J+g_J\mu_BBM$ has population $\frac{p_J}{2J+1}(1-g_J\mu_BBM/kT)$ to first order; the normalization is unchanged because $\sum_MM=0$. Multiplying by the spin $M/2$ and summing over $M$ gives $-p_Jg_J\mu_BB\,J(J+1)/(6kT)$. This is the Curie part. Together,

$$C(T)=\frac{g_J\langle J(J+1)\rangle}{6kT}+\frac{(g-1)(49p_0-1)}{6\lambda},\qquad \langle J(J+1)\rangle=\sum_Jp_JJ(J+1).$$

The expression holds for $\mu_BB\ll kT$ and $\mu_BB\ll\lambda$. It was tested against diagonalization of the 49-state Hamiltonian in a field of 0.5 T, for $\lambda$ from 150 to 600 cm⁻¹ and $T$ from 30 to 1000 K, and agreed within a relative tolerance of $3\times10^{-4}$. The nonlinear correction grows as $B^2$: for $\lambda=350$ cm⁻¹ it lowers $C$ by about 0.1 % at 10 T and 30–100 K, and by 0.04 % at 10 T and 300 K.

Two limits show its content. For $kT\ll\lambda$, $p_0\to1$ and $C\to8(g-1)/\lambda$: a response independent of temperature, with the spin-orbit gap in the place that $kT$ takes in a Curie law. For $kT\gg\lambda$, all 49 states are equally populated, so $\langle J(J+1)\rangle\to L(L+1)+S(S+1)=24$, and the first term becomes $4g_J/kT=2(1+g)/kT$. The mean energy is $12\lambda$, so the partition sum is about $49(1-12\lambda/kT)$ and $49p_0-1\approx12\lambda/kT$. The second term becomes $2(g-1)/kT$. Their sum is

$$C\to\frac{4g}{kT}=\frac{gS(S+1)}{3kT},$$

the Curie law of a free spin $S=3$, as expected once spin-orbit coupling is negligible.

**From the spin to the contact shift**

Let the nucleus have the Hamiltonian $-\hbar\gamma BI_z+A\,\mathbf I\cdot\mathbf S$, with $A$ an isotropic coupling to the total spin of the term. If electron relaxation is fast enough, the nucleus sees the thermal average of $\mathbf S$, which lies along the field. The resonance energy is then $\hbar\gamma B-A\langle S_z\rangle$, and the relative displacement is

$$\delta_{\rm con}=-\frac{A\langle S_z\rangle}{\hbar\gamma B}=\frac{A\mu_BC(T)}{\hbar\gamma}.$$

Positive $\delta$ means higher frequency at fixed field, relative to a diamagnetic reference. For positive $A$ and $\gamma$ the shift is positive, because the induced spin points against the field.

Take a proton, $\gamma/2\pi=42.5775$ MHz/T, and the round coupling $A/h=0.1$ MHz. At low temperature $C=8(1.00232)/350=0.02291$ cm, and

$$\delta_{\rm con}=\frac{0.1\times0.46686\times0.02291}{42.5775}=25.1\ \text{ppm}.$$

No excited level is populated here. As a test of sign and size, the electron and nuclear spins were also diagonalized together, in 98 states at 2 T; the spacing of the two lowest levels gives 25.1 ppm as well.

At 300 K the populations are 62.8 % for $J=0$, 35.2 % for $J=1$ and 2.0 % for $J=2$. Then $\langle J(J+1)\rangle=0.828$, and

$$C=\frac{1.50116\times0.828}{6\times208.5}+\frac{1.00232\,(49\times0.62786-1)}{6\times350}=0.00099+0.01421=0.01520\ \text{cm}.$$

The shift is 16.7 ppm, of which 1.1 ppm is the Curie part and 15.6 ppm the mixing part. The free-spin value $4g/kT$ would be 0.0384 cm at this temperature, so the ion that the manuscript calls diamagnetic responds with about 40 % of the spin of an uncoupled $S=3$.

The same total can be divided by level. The ground level supplies $0.628\times25.1=15.8$ ppm, or 95 %. The excited levels, which hold 37 % of the ions, supply 0.9 ppm: their Curie part of 1.1 ppm less 0.2 ppm from their negative mixing coefficient. The reply that the shift is caused by thermal population of $J=1$ therefore fails for this model at room temperature.

The temperature dependence points the same way. The contact shift is 24.8 ppm at 100 K, 20.9 ppm at 200 K, 16.7 ppm at 300 K and 13.7 ppm at 400 K. Heating moves ions from a level with a strong response to one with a weak response. At 300 K an ion in $J=0$ contributes 0.0229 cm to $C$, while one in $J=1$ contributes on average $g_J/(3kT)-(g-1)/(6\lambda)=0.0019$ cm.

The order is reversed when $g_J/(3kT)$ exceeds $49(g-1)/(6\lambda)$, that is, for $kT$ below about $3\lambda/49\approx21$ cm⁻¹, or roughly 30 K. The population of $J=1$ is then below $10^{-6}$, so the resulting rise above the zero-temperature value has no practical weight.

**The pseudocontact shift**

The authors may object that their protons have no contact coupling. A dipolar shift can remain. Let $\boldsymbol\chi$ be the susceptibility tensor per ion and $\mathbf n$ the field direction. The induced moment $\boldsymbol\chi\mathbf nB/\mu_0$, treated as a point dipole, produces at the nucleus the field $\mathbf D\boldsymbol\chi\mathbf nB$, with

$$\mathbf D=\frac{3\hat{\mathbf r}\hat{\mathbf r}^{T}-\mathbf 1}{4\pi r^3}.$$

Its component along $\mathbf n$ shifts the line by $\mathbf n\cdot\mathbf D\boldsymbol\chi\mathbf n$. For a rigid molecule tumbling through all orientations with equal weight, the average is $\tfrac13{\rm Tr}(\mathbf D\boldsymbol\chi)$. Because ${\rm Tr}\,\mathbf D=0$, an isotropic $\boldsymbol\chi$ gives nothing. For an axial tensor with $\Delta\chi=\chi_{zz}-\chi_{xx}$,

$$\delta_{\rm pc}=\tfrac13\Delta\chi\,D_{zz}=\frac{\Delta\chi\,(3\cos^2\theta-1)}{12\pi r^3},$$

where $\theta$ is the angle between $\mathbf r$ and the molecular axis.

The free ion is isotropic, so the anisotropy must come from the ligands. The simplest axial field is $V=b(3L_z^2-12)$, which has zero mean in $J=0$. I need the energy of the ground state to first order in $V$ and second order in $B$. Since $V$ and the Zeeman term both have zero expectation value in $|0\rangle$, third-order perturbation theory reduces to

$$E^{(3)}=\sum_{k,m\ne0}\frac{\langle0|H'|k\rangle\langle k|H'|m\rangle\langle m|H'|0\rangle}{E_kE_m},$$

where $H'$ is the sum of the two perturbations. In the basis $|m_L,m_S\rangle$, the ground state has weight $\tfrac17$ on each pair $m_L=m$, $m_S=-m$. With $\sum m^2=28$ and $\sum m^4=196$,

$$\langle0|S_zVS_z|0\rangle=\frac b7\sum_m m^2(3m^2-12)=\frac b7(588-336)=36b .$$

For a field along $z$ there are two kinds of term:

- Zeeman, ligand field, Zeeman: both intermediate states lie in $J=1$, at energy $\lambda$. The contribution is $36b(g-1)^2\mu_B^2B^2/\lambda^2$. It expresses the displacement of $|1\rangle$ by $36b/4=9b$.
- Ligand field first or last: $V$ is a rank-2 operator, so $V|0\rangle$ lies in $J=2$, at energy $3\lambda$. Since $V$ and $S_z$ commute, the numerator is again $36b(g-1)^2\mu_B^2B^2$, now over $3\lambda^2$. The two orderings give $24b(g-1)^2\mu_B^2B^2/\lambda^2$.

The total is $60b(g-1)^2\mu_B^2B^2/\lambda^2$. Comparison with $E=-\chi B^2/(2\mu_0)$ gives a change of $\chi_{zz}$ by $-120\,\mu_0\mu_B^2(g-1)^2b/\lambda^2$. A rank-2 perturbation cannot change the trace of $\boldsymbol\chi$ in first order, so $\chi_{xx}$ and $\chi_{yy}$ each change by half as much with the opposite sign, and

$$\Delta\chi=-\frac{180\,\mu_0\mu_B^2(g-1)^2b}{\lambda^2}\qquad(T\to0,\ \text{first order in }b).$$

Leaving out the $J=2$ admixture would lose 40 % of this. The coefficient was tested against the 49-state calculation with a very small $b$.

For $b=-2$ cm⁻¹ the formula gives $\Delta\chi=1.61\times10^{-32}$ m³. At $r=0.5$ nm on the axis, $\theta=0$,

$$\delta_{\rm pc}=\frac{2\times1.61\times10^{-32}}{12\pi\,(0.5\times10^{-9})^3}=6.8\ \text{ppm}.$$

The full calculation at 10 K gives 7.0 ppm. Excited populations are negligible there, so the difference comes from higher orders in $b$. This is a weak ligand field, splitting $J=1$ by only 27 cm⁻¹. For $b=-10$ and $-15$ cm⁻¹, which split $J=1$ by about 130 and 200 cm⁻¹, the full low-temperature value exceeds the first-order formula by 15 % and 24 %.

At higher temperature I use the eigenstates $i$ of the ion in the ligand field. The two linear effects of the field, mixing and redistribution, combine into

$$\chi_{aa}=\mu_0\mu_B^2\sum_{ij}|\langle i|L_a+gS_a|j\rangle|^2\,\frac{p_i-p_j}{E_j-E_i},$$

where $p_i$ is now the population of a single state. The fraction is replaced by $p_i/kT$ when $E_i=E_j$, including $i=j$. The mixing of state $i$ with $j$ carries $2p_i/(E_j-E_i)$, and symmetrizing the double sum gives the difference of populations.

The resulting pseudocontact shifts are 6.4 ppm at 100 K, 3.7 ppm at 200 K, 1.9 ppm at 300 K and 1.0 ppm at 400 K. Relative to its value at 100 K, this is a steeper fall than that of the contact shift. At 300 K the ground level alone would give about $0.63\times7.0=4.4$ ppm, so the excited states together contribute about $-2.5$ ppm. Their anisotropy opposes that of the ground level for this ligand field. The orientation-averaged contact shift, by contrast, stays at 16.7 ppm when this weak ligand field is added, and rises only to 16.9 ppm for $b=-15$ cm⁻¹.

**What the authors should change**

The statement that Eu(III) has no permanent moment in its ground level may stand. The inference that the proton lines are unshifted should be withdrawn. In this model the contact shift vanishes for $A=0$, or in the limit $\lambda\to\infty$ at fixed temperature, where the mixing is suppressed as $1/\lambda$ and the excited levels are empty. The pseudocontact shift vanishes if $\Delta\chi=0$ or $3\cos^2\theta=1$. The two contributions may also cancel for a particular nucleus. Before the shift of a proton is ignored, it would have to be established that both contributions vanish for that proton, or that they cancel.

The figures above belong to chosen parameters and are not predictions for the authors' complex. A quantitative assignment would need its own $A$, geometry and ligand field, and would have to consider what is omitted here: mixing with other 4f⁶ terms, covalent changes of the orbital moment, and spin density spread over the ligands, which the point-dipole formula does not describe. The numerical output below lists the values used.

## Calculated quantities

```
spin-orbit coupling lambda = 350 cm^-1
hyperfine coupling A/h = 0.1 MHz
electron g factor (magnitude) = 2.00232
level g factor gJ = 1.50116
Bohr magneton = 0.466864 cm^-1/T
proton gamma/2pi = 42.5775 MHz/T
kT at 300 K = 208.51 cm^-1
energy of J=1 = 350.0 cm^-1
energy of J=2 = 1050.0 cm^-1
permanent spin of J=0 below 1e-11: True
field for admixture example = 10 T
J=1 amplitude in ground state = -0.02672
J=1 probability in ground state = 7.137e-04
induced <S_z> of ground state = -0.1068
population of J=0 at 300 K = 62.786 %
population of J=1 at 300 K = 35.155 %
population of J=2 at 300 K = 2.041 %
population of J=3 at 300 K = 0.019 %
C, Curie part at 300 K = 0.000993 cm
C, mixing part at 300 K = 0.014207 cm
C, total at 300 K = 0.015200 cm
<S_z>/B at 300 K = -0.007096 1/T
contact shift, T=0 formula = 25.121 ppm
contact shift, T=0 joint spectrum = 25.120 ppm
contact shift at 100 K = 24.782 ppm
contact shift at 200 K = 20.875 ppm
contact shift at 300 K = 16.667 ppm
contact shift at 400 K = 13.714 ppm
Curie part of shift at 300 K = 1.089 ppm
mixing part of shift at 300 K = 15.578 ppm
J=0 part of shift at 300 K = 15.772 ppm
excited-level part at 300 K = 0.894 ppm
J=0 share of shift at 300 K = 94.6 %
ligand-field parameter b = -2.0 cm^-1
first-order shift of J=1, M=0 = -18.0 cm^-1
first-order shift of J=1, M=+-1 = 9.0 cm^-1
contact shift with ligand field, 300 K = 16.670 ppm
chi_zz at 300 K = 9.6749e-32 m^3
chi_xx at 300 K = 9.2220e-32 m^3
distance r = 0.5 nm, angle theta = 0 degrees
delta chi, T=0 first order = 1.6064e-32 m^3
pseudocontact, T=0 first order = 6.818 ppm
at 10 K: delta chi = 1.6491e-32 m^3, pseudocontact = 6.999 ppm
at 100 K: delta chi = 1.5151e-32 m^3, pseudocontact = 6.430 ppm
at 200 K: delta chi = 8.6616e-33 m^3, pseudocontact = 3.676 ppm
at 300 K: delta chi = 4.5290e-33 m^3, pseudocontact = 1.922 ppm
at 400 K: delta chi = 2.4710e-33 m^3, pseudocontact = 1.049 ppm
```
